# Zero-field splitting of two point spins and the distance it implies

## Problem

Two unpaired electrons are localized at two fixed points a distance \(r\) apart. Each has spin \(1/2\) and the isotropic g-factor of the free electron. Their spins are coupled to a triplet, and no magnetic field is applied.

(a) Find the splitting of the triplet caused by the magnetic dipole interaction, with its sign, and show that an isotropic exchange coupling does not alter it.

(b) Express its magnitude as a frequency when \(r\) is given in nanometres, and tabulate it in eV for a few distances.

(c) A triplet centre shows an axial splitting of magnitude 2.87 GHz. What distance does the point-spin model assign to it, and how sensitive is that distance to the splitting?

(d) How does the answer change if the two electrons share three sites at the corners of an equilateral triangle?

The algebra uses atomic units, \(\hbar=e=m_e=4\pi\varepsilon_0=1\). The speed of light is then \(1/\alpha\), with \(\alpha\) the fine-structure constant. The Bohr magneton is \(\mu_B=1/2\), and \(\mu_0/4\pi=1/(4\pi\varepsilon_0c^2)=\alpha^2\). Numbers are in eV and angstrom, with a conversion for the main results.

## Solution

### (a) The splitting

**Energy of two magnetic dipoles.** Away from its own position, a point moment \(\mathbf m_2\) produces a field that can be written as \(\mathbf B=-\nabla\varphi\), with

\[
\varphi=\alpha^2\,\frac{\mathbf m_2\cdot\mathbf r}{r^3}=-\alpha^2(\mathbf m_2\cdot\nabla)\frac1r .
\]

Here \(\mathbf r=r\,\mathbf n\) points from the second moment to the first, and \(\mathbf n\) is a unit vector. The energy of \(\mathbf m_1\) in this field is

\[
U=-\mathbf m_1\cdot\mathbf B=(\mathbf m_1\cdot\nabla)\varphi=-\alpha^2(\mathbf m_1\cdot\nabla)(\mathbf m_2\cdot\nabla)\frac1r .
\]

The derivatives follow in two steps. First, \(\partial_j(1/r)=-x_j/r^3\). Differentiating once more, with \(\partial_i r^{-3}=-3x_i/r^5\), gives

\[
\partial_i\partial_j\frac1r=-\frac{\delta_{ij}}{r^3}+\frac{3x_ix_j}{r^5}=\frac{3n_in_j-\delta_{ij}}{r^3}.
\]

Therefore

\[
U=\frac{\alpha^2}{r^3}\Big[\mathbf m_1\cdot\mathbf m_2-3(\mathbf m_1\cdot\mathbf n)(\mathbf m_2\cdot\mathbf n)\Big].
\]

The two electrons are assumed not to overlap, so the additional contact term at \(r=0\) plays no part.

**From moments to spins.** The moment of an electron is opposite to its spin: \(\mathbf m_i=-g\mu_B\mathbf s_i=-(g/2)\mathbf s_i\), with \(g\) positive. The energy contains a product of two moments, so the minus signs cancel and a factor \(g^2/4\) remains:

\[
H=\frac{K}{r^3}\Big[\mathbf s_1\cdot\mathbf s_2-3(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)\Big],\qquad K=\frac{g^2\alpha^2}{4}.
\]

**The levels.** Let the \(z\) axis lie along \(\mathbf n\), and let \(\mathbf S=\mathbf s_1+\mathbf s_2\) be the total spin. The operator in brackets becomes \(\mathbf s_1\cdot\mathbf s_2-3s_{1z}s_{2z}\). Squaring the total spin gives

\[
S^2=s_1^2+s_2^2+2\,\mathbf s_1\cdot\mathbf s_2=\tfrac32+2\,\mathbf s_1\cdot\mathbf s_2 ,
\]

because \(s_i^2=3/4\). In the triplet \(S^2=2\), hence \(\mathbf s_1\cdot\mathbf s_2=1/4\). In the singlet \(S^2=0\), hence \(\mathbf s_1\cdot\mathbf s_2=-3/4\).

The product \(s_{1z}s_{2z}\) equals \(+1/4\) in the states \(|\!\uparrow\uparrow\rangle\) and \(|\!\downarrow\downarrow\rangle\), which have \(m=\pm1\). It equals \(-1/4\) in both combinations of \(|\!\uparrow\downarrow\rangle\) and \(|\!\downarrow\uparrow\rangle\), namely the triplet state with \(m=0\) and the singlet. All four states are thus eigenstates of \(H\), with energies

\[
\begin{aligned}
E(m=\pm1)&=\frac{K}{r^3}\Big(\frac14-\frac34\Big)=-\frac{K}{2r^3},\\
E(m=0)&=\frac{K}{r^3}\Big(\frac14+\frac34\Big)=+\frac{K}{r^3},\\
E(\text{singlet})&=\frac{K}{r^3}\Big(-\frac34+\frac34\Big)=0 .
\end{aligned}
\]

The axial splitting \(D\) is defined as the energy of the pair \(m=\pm1\) minus that of \(m=0\):

\[
\boxed{D=-\frac{K}{2r^3}-\frac{K}{r^3}=-\frac32\frac{K}{r^3}=-\frac38\frac{g^2\alpha^2}{r^3}}
\]

For \(g=2\) this is \(-\tfrac32\alpha^2/r^3\). The factor \(\alpha^2\) makes the splitting small on the scale of electronic energies.

**Why the sign is negative.** In the states \(m=\pm1\) the moments are parallel and lie along the line joining them. This head-to-tail arrangement is the favourable one for two magnets.

In the state \(m=0\) the components along the axis are opposite, which is unfavourable. The transverse components are correlated as well. From \(\mathbf s_1\cdot\mathbf s_2=1/4\) and \(s_{1z}s_{2z}=-1/4\), the two transverse products must add up to \(1/2\). They are equal by symmetry about the axis, so each has the mean value \(1/4\). The transverse components therefore tend to be parallel, side by side, which is also unfavourable. The two effects contribute \(K/(2r^3)\) each and together give \(E(m=0)=K/r^3\).

**Form valid for any direction.** The result can be written without choosing axes. For a spin \(1/2\), \((\mathbf s_i\cdot\mathbf n)^2=1/4\), so

\[
(\mathbf S\cdot\mathbf n)^2=\tfrac12+2(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n).
\]

Subtracting \(S^2/3=\tfrac12+\tfrac23\,\mathbf s_1\cdot\mathbf s_2\) cancels the constants:

\[
(\mathbf S\cdot\mathbf n)^2-\frac{S^2}{3}=-\frac23\Big[\mathbf s_1\cdot\mathbf s_2-3(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)\Big].
\]

Multiplying by \(D=-\tfrac32K/r^3\) turns the prefactor into \(+K/r^3\), which reproduces the dipole Hamiltonian:

\[
H=D\Big[(\mathbf S\cdot\mathbf n)^2-\frac{S^2}{3}\Big].
\]

This is the usual axial Hamiltonian of a spin-one centre. Its axis is the line joining the two spins.

**Exchange.** Add an isotropic exchange term \(J\,\mathbf s_1\cdot\mathbf s_2=J(S^2/2-3/4)\). It raises each triplet level by \(J/4\) and shifts the singlet by \(-3J/4\). The dipole Hamiltonian contains only components of the total spin, each of which commutes with \(S^2\). Exchange therefore does not mix the levels or change the differences within the triplet. It does move the triplet relative to the singlet. Comparing \(J/4-K/(2r^3)\) and \(J/4+K/r^3\) with \(-3J/4\) shows that the whole triplet lies below the singlet for \(J<-K/r^3\) and above it for \(J>K/(2r^3)\); in between, the singlet lies between the triplet levels. The ground state belongs to the triplet when \(J<K/(2r^3)\).

Numerical diagonalization of the four-state Hamiltonian, with the dipole tensor formed from finite differences of \(1/r\), tests the formula for \(D\) at several distances, directions and values of \(J\), including both signs of \(J\).

### (b) The size of the splitting

With the free-electron g-factor, the constant \(K\) converts to \(2.152\times10^{-4}\) eV Å\(^3\). The coefficient of the splitting is

\[
|D|\,r^3=\tfrac32K=\tfrac32\times2.152\times10^{-4}=3.228\times10^{-4}\ \text{eV Å}^3 .
\]

One nanometre is 10 Å, so at that distance \(|D|=3.228\times10^{-4}/10^3=3.228\times10^{-7}\) eV. Dividing by Planck's constant gives 78.06 MHz. Hence

\[
\boxed{\frac{|D|}{h}\approx\frac{78\ \text{MHz}}{(r/\text{nm})^3}}
\]

This frequency is that of the transition between \(m=0\) and \(m=\pm1\) in zero field.

| \(r\) (Å) | \(\lvert D\rvert\) (eV) |
|---:|---:|
| 2 | \(4.04\times10^{-5}\) |
| 3 | \(1.20\times10^{-5}\) |
| 4 | \(5.04\times10^{-6}\) |
| 5 | \(2.58\times10^{-6}\) |
| 10 | \(3.23\times10^{-7}\) |

Doubling the distance from 2 to 4 Å, or from 5 to 10 Å, reduces the splitting by a factor of eight. At 3 Å the pair \(m=\pm1\) lies at \(-3.99\times10^{-6}\) eV and the state \(m=0\) at \(+7.97\times10^{-6}\) eV. Their separation is the \(1.20\times10^{-5}\) eV of the table. The three energies add up to zero, since the dipole interaction splits the triplet without moving its mean energy.

### (c) The distance for 2.87 GHz

Solving \(|D|=\tfrac32K/r^3\) for the distance gives

\[
r=\left(\frac{3K}{2|D|}\right)^{1/3}.
\]

A frequency of 2.87 GHz corresponds to \(1.187\times10^{-5}\) eV. Therefore

\[
r^3=\frac{3.228\times10^{-4}}{1.187\times10^{-5}}=27.2\ \text{Å}^3,\qquad \boxed{r\approx3.0\ \text{Å}}
\]

The same value follows from the rule in megahertz: \(78.06/2870=0.0272\) nm\(^3\), whose cube root is 0.30 nm.

**Sensitivity.** Taking the logarithm of \(|D|\,r^3=\text{constant}\) and differentiating gives

\[
\frac{\delta|D|}{|D|}+3\frac{\delta r}{r}=0,\qquad \frac{\delta r}{r}=-\frac13\frac{\delta|D|}{|D|}.
\]

A change of 10 % in the splitting should thus move the distance by about 3.3 %. The full formula gives 2.913 Å for a splitting raised by 10 % and 3.115 Å for one lowered by 10 %, against 3.007 Å for the original value. The two shifts differ slightly because of the next term in the expansion. With \(x=\delta|D|/|D|\),

\[
(1+x)^{-1/3}=1-\frac x3+\frac{2x^2}{9}-\dots,
\]

and the quadratic term lengthens the distance for either sign of \(x\).

The cube root is what makes the estimate useful: a small relative error in the splitting is reduced to a third in the distance. Read the other way, the same law is unfavourable. A distance 10 % too long lowers the calculated splitting by 25 %, and one 10 % too short raises it by 37 %.

**A spread of distances.** Suppose that the electrons of one centre remain on a common axis but their separation varies over a range, and that only the average interaction is observed. (A static spread among different centres would instead give a distribution of splittings.) To first order in the dipole interaction, \(1/r^3\) is replaced by its mean value \(\langle r^{-3}\rangle\). The distance inferred from the splitting is then

\[
r_{\text{eff}}=\langle r^{-3}\rangle^{-1/3}.
\]

The function \(r^{-3}\) is convex for \(r>0\), so \(\langle r^{-3}\rangle\ge\langle r\rangle^{-3}\), and hence \(r_{\text{eff}}\le\langle r\rangle\). Short separations carry the greater weight, and the inferred distance does not exceed the mean one.

### (d) Two electrons on three sites

Let the sites form an equilateral triangle of side \(a\) in the \(xy\) plane. The electrons occupy two different sites at a time, and each of the three edges is occupied with probability \(1/3\). The orbital state is taken to be non-degenerate and well separated from others, so that the dipole interaction acts in first order. In a three-site hopping model such a triplet has one electron in each of the two degenerate orbitals. It is the lowest triplet only for the sign of the hopping that places this pair below the symmetric orbital; for the other sign the lowest triplet level is orbitally degenerate. Terms connecting different edges, which require overlap between sites, are neglected. The spin Hamiltonian is then the average of the point-pair Hamiltonian over the three edges.

The edge directions are \(\mathbf n=(\cos\theta,\sin\theta,0)\) with \(\theta=0^\circ,120^\circ,240^\circ\). The required averages are

\[
\begin{aligned}
\overline{n_x^2}&=\tfrac13\big(1+\tfrac14+\tfrac14\big)=\tfrac12,\\
\overline{n_y^2}&=\tfrac13\big(0+\tfrac34+\tfrac34\big)=\tfrac12,\\
\overline{n_xn_y}&=\tfrac13\big(0-\tfrac{\sqrt3}{4}+\tfrac{\sqrt3}{4}\big)=0 .
\end{aligned}
\]

It follows that

\[
\overline{(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)}=\tfrac12\big(s_{1x}s_{2x}+s_{1y}s_{2y}\big)=\tfrac12\big(\mathbf s_1\cdot\mathbf s_2-s_{1z}s_{2z}\big).
\]

Inserting this in the dipole Hamiltonian gives

\[
\overline H=\frac{K}{a^3}\Big[\mathbf s_1\cdot\mathbf s_2-\tfrac32\,\mathbf s_1\cdot\mathbf s_2+\tfrac32\,s_{1z}s_{2z}\Big]
=-\frac12\,\frac{K}{a^3}\Big[\mathbf s_1\cdot\mathbf s_2-3s_{1z}s_{2z}\Big].
\]

This is the Hamiltonian of a point pair along \(z\), multiplied by \(-1/2\). The axis of the splitting is now the normal of the triangle, and

\[
\boxed{D_{\text{triangle}}=-\frac12\left(-\frac32\frac{K}{a^3}\right)=+\frac34\frac{K}{a^3}}
\]

The sign is reversed because the spins now lie side by side with respect to the symmetry axis. Moments parallel to that axis and to each other have a positive dipole energy in this arrangement, so the states \(m=\pm1\) are raised and \(m=0\) becomes the lowest triplet level. For \(a=3\) Å the splitting is \(+5.98\times10^{-6}\) eV, half the magnitude for a fixed pair at the same distance.

For a given magnitude \(|D|\), the halved coefficient shortens the distance by a factor \(2^{1/3}\approx1.26\). The value 2.87 GHz now corresponds to

\[
a=\frac{3.007}{1.26}\approx2.4\ \text{Å}
\]

instead of 3.0 Å. The change of geometry matters far more here than a change of a few per cent in the splitting.

### What the estimate can and cannot say

A magnitude of 2.87 GHz is consistent with spins a few angstrom apart, provided that the dipole interaction dominates. It does not determine a bond length, since the two models above give different distances for the same number. The sign helps to distinguish them: within purely dipolar coupling, a positive \(D\) rules out a single fixed pair of point spins.

For extended spin densities the interaction must be averaged over the two-electron wave function. The point model is a good approximation when both densities are compact compared with their separation. At the few-angstrom distances found here, atomic densities need not meet this condition. For two hydrogen atoms in the triplet state the splitting lies about 20 % below the point value at 2 Å and about 3 % below it at 3 Å. For directed carbon sp\(^3\) hybrids pointing into a triangle of side about 2.5 Å, a minimal-basis estimate gives roughly twice the point value computed from the nuclear positions. The inferred distance therefore refers to the spin densities, not to the nuclei. For spherical densities that do not overlap, the averaged dipole interaction even equals that of two points at their centres, just as the electrostatic energy of two separate spherical charges does. Densities that are not spherical can change the splitting appreciably even when they do not overlap, because the variations of distance and direction across them then no longer average out. The point model is also incomplete when spin–orbit coupling contributes appreciably to \(D\). That contribution has the same form in the spin Hamiltonian of an axial centre, so the measured splitting alone cannot separate it from the dipolar part. Further digits of the splitting would therefore not make the inferred distance more trustworthy. The numerical output lists the values with more digits.

## Numbers as computed

```
electron g-factor magnitude: 2.00232
fine-structure constant: 0.0072974
dipole constant K: 2.1522e-04 eV angstrom^3
coefficient |D| r^3 = 3K/2: 3.2284e-04 eV angstrom^3
coefficient |D| r^3 / h: 78.06 MHz nm^3
triplet m=+-1 level at r = 3 angstrom: -3.9856e-06 eV
triplet m=0 level at r = 3 angstrom: 7.9713e-06 eV
signed D at r = 3 angstrom: -1.1957e-05 eV
|D| at r = 2.0 angstrom: 4.0355e-05 eV
|D| at r = 3.0 angstrom: 1.1957e-05 eV
|D| at r = 4.0 angstrom: 5.0443e-06 eV
|D| at r = 5.0 angstrom: 2.5827e-06 eV
|D| at r = 10.0 angstrom: 3.2284e-07 eV
target splitting: 2.87 GHz
target splitting: 1.1869e-05 eV
point-pair distance for target: 3.007 angstrom
distance for target raised by 10 percent: 2.913 angstrom
distance for target lowered by 10 percent: 3.115 angstrom
relative slope (dr/r)/(dD/D): -0.3334 (no unit)
triangle D at side 3 angstrom: 5.9785e-06 eV
triangle side for target: 2.387 angstrom
```
